# Rotation invariance of the spherical harmonic sum over m: a program that tests the result

```python
# Result under test (spherical harmonic addition theorem and consequences):
#   K_l(n1,n2) = sum_m Y_lm(n1) conj(Y_lm(n2)) = (2l+1)/(4 pi) P_l(n1.n2)
#   sum_m |Y_lm(n)|^2 = (2l+1)/(4 pi)                         (Unsold)
#   |Y_lm| <= sqrt((2l+1)/(4 pi)); for m != 0, <= sqrt((2l+1)/(8 pi))
# n, n1, n2: unit vectors; P_l: Legendre polynomial (Rodrigues formula).
# Y_lm is built without Legendre functions: from (x+iy)^l by the lowering
# operator (Condon-Shortley phase, hbar = 1). Sb example in atomic units.
import numpy as np, sympy as sp, mpmath
from math import factorial, pi, sqrt
from pyscf import gto, scf, lib
lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
rng = np.random.default_rng(7)
LMAX = 6
x, y, z, t, a1, a2, a3 = sp.symbols('x y z t a1 a2 a3', real=True)
I, D, E = sp.I, sp.diff, sp.expand
Lx = lambda f: E(-I*(y*D(f, z) - z*D(f, y)))
Ly = lambda f: E(-I*(z*D(f, x) - x*D(f, z)))
Lz = lambda f: E(-I*(x*D(f, y) - y*D(f, x)))
Lminus = lambda f: E((x - I*y)*D(f, z) - z*(D(f, x) - I*D(f, y)))
lap = lambda f: E(D(f, x, 2) + D(f, y, 2) + D(f, z, 2))

# operator identities on a generic, non-harmonic polynomial
g = x**3*y + 2*y*z**2 - 5*x*z**3 + 7*x*y*z + z
aL = lambda f: E(a1*Lx(f) + a2*Ly(f) + a3*Lz(f))
assert E(Lminus(g) - Lx(g) + I*Ly(g)) == 0
assert E(lap(Lminus(g)) - Lminus(lap(g))) == 0
assert E(Lz(aL(g)) - aL(Lz(g)) - I*(-a2*Lx(g) + a1*Ly(g))) == 0

fun, Pfun = {}, {}
for l in range(LMAX + 1):
    p = E((x + I*y)**l)
    c = (-1)**l*sqrt(factorial(2*l + 1)/(4*pi))/(2**l*factorial(l))
    for m in range(l, -l - 1, -1):
        assert p != 0 and lap(p) == 0 and E(Lz(p) - m*p) == 0
        fun[l, m] = (c, sp.lambdify((x, y, z), p, 'numpy'))
        if m > -l:
            p = Lminus(p)
            c /= sqrt(l*(l + 1) - m*(m - 1))
    P = (t**2 - 1)**l
    for _ in range(l):
        P = D(P, t)
    P = E(P/(2**l*factorial(l)))
    assert P.subs(t, 1) == 1 and E(P.subs(t, -t) - (-1)**l*P) == 0
    assert E(D((1 - t**2)*D(P, t), t) + l*(l + 1)*P) == 0
    assert sp.integrate(E(P**2), (t, -1, 1)) == sp.Rational(2, 2*l + 1)
    solid = sum(co*z**k*(x*x + y*y + z*z)**((l - k)//2)
                for (k,), co in sp.Poly(P, t).terms())
    assert lap(E(solid)) == 0 and Lz(E(solid)) == 0
    Pfun[l] = sp.lambdify(t, P, 'numpy')
    # dimension of the kernel of the Laplacian on degree-l polynomials
    mon = lambda d: [(i, j, d - i - j) for i in range(d + 1) for j in range(d + 1 - i)]
    rank = 0
    if l >= 2:
        M = [[float(sp.Poly(lap(x**i*y**j*z**k), x, y, z).coeff_monomial(x**u*y**v*z**w))
              for (i, j, k) in mon(l)] for (u, v, w) in mon(l - 2)]
        rank = np.linalg.matrix_rank(np.array(M))
    assert len(mon(l)) - rank == 2*l + 1

def Y(l, n):  # rows m = -l..l, columns points
    n = np.atleast_2d(n)
    return np.array([fun[l, m][0]*(fun[l, m][1](*n.T) + 0j*n[:, 0]) for m in range(-l, l + 1)])
def unit(th, ph):
    return np.stack([np.sin(th)*np.cos(ph), np.sin(th)*np.sin(ph), np.cos(th)], -1)
def rand_n(k):
    v = rng.normal(size=(k, 3))
    return v/np.linalg.norm(v, axis=1)[:, None]
def rand_R():
    q = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    return q*np.linalg.det(q)
K = lambda l, p1, p2: np.sum(Y(l, p1)*Y(l, p2).conj(), 0)

ct, wt = np.polynomial.legendre.leggauss(12)
phis = 2*pi*np.arange(26)/26
TH, PH = np.meshgrid(np.arccos(ct), phis, indexing='ij')
grid, w = unit(TH.ravel(), PH.ravel()), np.repeat(wt, 26)*2*pi/26
theta = np.linspace(0, pi, 36001)
merid = unit(theta, 0.3 + 0*theta)
tol, maxY = 1e-11, {}
for l in range(LMAX + 1):
    N, ms = (2*l + 1)/(4*pi), np.arange(-l, l + 1)
    Yg, p1, p2, R = Y(l, grid), rand_n(200), rand_n(200), rand_R()
    for m in ms:
        ref = complex(mpmath.spherharm(l, int(m), 0.7, 1.9))
        assert abs(Y(l, unit(np.array(0.7), np.array(1.9)))[m + l, 0] - ref) < tol
    assert np.allclose((Yg.conj()*w) @ Yg.T, np.eye(2*l + 1), atol=tol, rtol=0)
    assert np.allclose(Y(l, p1)[::-1], ((-1.0)**ms)[:, None]*Y(l, p1).conj(), atol=tol, rtol=0)
    Dm = (Yg.conj()*w) @ Y(l, grid @ R).T      # rows n @ R are R^{-1} n
    assert np.allclose(Dm.T @ Y(l, p1), Y(l, p1 @ R), atol=tol, rtol=0)
    assert np.allclose(Dm @ Dm.conj().T, np.eye(2*l + 1), atol=tol, rtol=0)
    assert np.max(abs(K(l, p1 @ R, p2 @ R) - K(l, p1, p2))) < tol
    Pg = Pfun[l](np.sum(p1*p2, 1))
    assert np.max(abs(K(l, p1, p2) - N*Pg)) < tol and np.max(np.abs(Pg)) <= 1 + tol
    assert np.max(abs(K(l, p1, p1) - N)) < tol
    pole = abs(Y(l, np.array([[0, 0, 1.0], [0, 0, -1.0]])))
    assert np.allclose(pole, sqrt(N)*(ms == 0)[:, None], atol=tol, rtol=0)
    A = rng.normal(size=(2*l + 1,)*2) + 1j*rng.normal(size=(2*l + 1,)*2)
    U = np.linalg.qr(A)[0]                     # another orthonormal basis
    assert np.max(abs(np.sum((U @ Y(l, p1))*(U @ Y(l, p2)).conj(), 0) - N*Pg)) < tol
    assert np.max(abs(U @ Yg)) <= sqrt(N) + tol
    kern = N*(Pfun[l](p1 @ grid.T) + np.zeros((200, len(w))))
    assert np.max(abs(kern @ (w*(U[0] @ Yg)) - U[0] @ Y(l, p1))) < tol
    peak = N*(Pfun[l](grid @ p1[0]) + 0*w)/sqrt(N)   # zonal function about p1[0]
    assert abs(w @ peak**2 - 1) < tol
    assert abs(((Yg.conj()*w) @ peak) @ Y(l, p1[0])[:, 0] - sqrt(N)) < tol
    Ym = abs(Y(l, merid))
    for m in ms:
        maxY[l, m] = Ym[m + l].max()
        assert maxY[l, m] <= sqrt(N if m == 0 else N/2) + tol
    if l >= 1:
        assert Ym[l, 200:-200].max() < sqrt(N)*(1 - 1e-4)   # 1 degree off the poles
assert abs(maxY[1, 1] - sqrt(3/(8*pi))) < tol

print("Example 1: l = 2 (values dimensionless, per steradian)")
d1, d2 = (60.0, 20.0), (35.0, 110.0)
n1, n2 = unit(*np.radians(d1)), unit(*np.radians(d2))
(t1, f1), (t2, f2) = np.radians(d1), np.radians(d2)
cg = np.cos(t1)*np.cos(t2) + np.sin(t1)*np.sin(t2)*np.cos(f1 - f2)
assert abs(cg - n1 @ n2) < tol
print(f"theta1, phi1 = {d1[0]:.0f}, {d1[1]:.0f} deg; theta2, phi2 = {d2[0]:.0f}, {d2[1]:.0f} deg")
print(f"cos gamma = {cg:.6f}, gamma = {np.degrees(np.arccos(cg)):.3f} deg, P_2 = {Pfun[2](cg):.6f}")
Y1, Y2 = Y(2, n1)[:, 0], Y(2, n2)[:, 0]
for m in range(-2, 3):
    q = Y1[m + 2]*Y2[m + 2].conj()
    print(f"m={m:+d}: |Y(n1)|={abs(Y1[m+2]):.6f} |Y(n2)|={abs(Y2[m+2]):.6f} "
          f"term={q.real:+.6f}{q.imag:+.6f}i |Y(n1)|^2={abs(Y1[m+2])**2:.6f}")
print(f"sum of terms = {(Y1 @ Y2.conj()).real:.6f}; 5/(4pi) P_2 = {5/(4*pi)*Pfun[2](cg):.6f}")
print(f"sum |Y(n1)|^2 = {np.sum(abs(Y1)**2):.6f}; 5/(4pi) = {5/(4*pi):.6f}")
part1, part2 = np.sum(abs(Y1[3:])**2), np.sum(abs(Y2[3:])**2)
assert abs(part1 - part2) > 1e-3
print(f"partial sum m=1,2 of |Y|^2: at n1 {part1:.6f}, at n2 {part2:.6f}")
for l in (1, 2, 3):
    print(f"l={l}: bound {sqrt((2*l+1)/(4*pi)):.5f}, m!=0 bound {sqrt((2*l+1)/(8*pi)):.5f}")
    print("     max|Y_lm|, m=0..l: " + " ".join(f"{maxY[l, m]:.5f}" for m in range(l + 1)))

print("Example 2: Sb 5p^3 quartet, ROHF/def2-SVP with core potential")
mol = gto.M(atom='Sb 0 0 0', basis='def2-svp', ecp='def2-svp', spin=3, verbose=0)
mf = scf.ROHF(mol)
mf.chkfile, mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = None, 1e-11, 1e-8, 150
etot = mf.kernel()
assert mf.converged
occ, r = mf.mo_occ, 2.5
opn = np.where(abs(occ - 1) < 1e-8)[0]
assert len(opn) == 3
mo = lambda n: mol.eval_gto('GTOval_sph', np.ascontiguousarray(r*np.atleast_2d(n))) @ mf.mo_coeff
stol = 1e-6   # relative; limited by the SCF gradient threshold
G = mo(grid)[:, opn]
R2 = w @ G[:, 0]**2
assert np.allclose((G.T*w) @ G, R2*np.eye(3), atol=stol*R2, rtol=0)
assert abs(np.sum(abs((Y(1, grid).conj()*w) @ G)**2) - 3*R2) < stol*R2   # pure l = 1
pred = 3*R2/(4*pi)
p1, p2 = rand_n(300), rand_n(300)
spin, tot = np.sum(mo(p1)[:, opn]**2, 1), mo(p1)**2 @ occ
assert np.max(abs(spin - pred)) < stol*pred and np.ptp(tot) < stol*tot.mean()
assert np.max(abs(np.sum(mo(p1)[:, opn]*mo(p2)[:, opn], 1) - pred*np.sum(p1*p2, 1))) < stol*pred
gam = mo(n1)[0, opn] @ mo(n2)[0, opn]
axis = mo(np.eye(3))[:, opn[0]]
axis /= np.linalg.norm(axis)
perp = np.cross(axis, n1)
perp /= np.linalg.norm(perp)
top = abs(mo(axis)[0, opn[0]])
assert abs(top - sqrt(pred)) < stol*top and np.max(abs(G)) <= top*(1 + stol)
print(f"explicit electrons = {mol.nelectron}, core electrons = {mol.atom_nelec_core(0)}, basis functions = {mol.nao}")
print(f"ROHF energy = {etot:.6f} hartree")
print(f"r = {r} bohr; R(r)^2 by quadrature = {R2:.6f} bohr^-3")
print(f"3R^2/(4pi) = {pred:.6f} bohr^-3")
print(f"spin density, 300 directions: min {spin.min():.6f}, max {spin.max():.6f} bohr^-3")
print(f"explicit-electron density: min {tot.min():.6f}, max {tot.max():.6f} bohr^-3")
print(f"open-shell gamma(r n1, r n2) = {gam:.6f}; 3R^2 cos(gamma)/(4pi) = {pred*cg:.6f} bohr^-3")
print(f"one 5p orbital on its axis = {top:.6f}; |R| sqrt(3/4pi) = {sqrt(pred):.6f} bohr^-3/2")
for beta in (0, 30, 60, 90):
    b = np.radians(beta)
    v = mo(np.cos(b)*axis + np.sin(b)*perp)[0]
    rest = np.sum(v[opn[1:]]**2)
    assert abs(rest - pred*np.sin(b)**2) < stol*pred
    print(f"beta={beta:2d} deg: two 5p left {rest:.6f}, formula {pred*np.sin(b)**2:.6f}, "
          f"all left {v**2 @ occ - v[opn[0]]**2:.6f} bohr^-3")
print("verified")
```

It prints:

```
Example 1: l = 2 (values dimensionless, per steradian)
theta1, phi1 = 60, 20 deg; theta2, phi2 = 35, 110 deg
cos gamma = 0.409576, gamma = 65.822 deg, P_2 = -0.248371
m=-2: |Y(n1)|=0.289706 |Y(n2)|=0.127080 term=-0.036816+0.000000i |Y(n1)|^2=0.083929
m=-1: |Y(n1)|=0.334523 |Y(n2)|=0.362979 term=+0.000000+0.121425i |Y(n1)|^2=0.111906
m=+0: |Y(n1)|=0.078848 |Y(n2)|=0.319501 term=-0.025192+0.000000i |Y(n1)|^2=0.006217
m=+1: |Y(n1)|=0.334523 |Y(n2)|=0.362979 term=-0.000000-0.121425i |Y(n1)|^2=0.111906
m=+2: |Y(n1)|=0.289706 |Y(n2)|=0.127080 term=-0.036816+0.000000i |Y(n1)|^2=0.083929
sum of terms = -0.098824; 5/(4pi) P_2 = -0.098824
sum |Y(n1)|^2 = 0.397887; 5/(4pi) = 0.397887
partial sum m=1,2 of |Y|^2: at n1 0.195835, at n2 0.147903
l=1: bound 0.48860, m!=0 bound 0.34549
     max|Y_lm|, m=0..l: 0.48860 0.34549
l=2: bound 0.63078, m!=0 bound 0.44603
     max|Y_lm|, m=0..l: 0.63078 0.38627 0.38627
l=3: bound 0.74635, m!=0 bound 0.52775
     max|Y_lm|, m=0..l: 0.74635 0.44504 0.39336 0.41722
Example 2: Sb 5p^3 quartet, ROHF/def2-SVP with core potential
explicit electrons = 23, core electrons = 28, basis functions = 26
ROHF energy = -239.271790 hartree
r = 2.5 bohr; R(r)^2 by quadrature = 0.068921 bohr^-3
3R^2/(4pi) = 0.016454 bohr^-3
spin density, 300 directions: min 0.016454, max 0.016454 bohr^-3
explicit-electron density: min 0.029611, max 0.029611 bohr^-3
open-shell gamma(r n1, r n2) = 0.006739; 3R^2 cos(gamma)/(4pi) = 0.006739 bohr^-3
one 5p orbital on its axis = 0.128272; |R| sqrt(3/4pi) = 0.128272 bohr^-3/2
beta= 0 deg: two 5p left 0.000000, formula 0.000000, all left 0.013157 bohr^-3
beta=30 deg: two 5p left 0.004113, formula 0.004113, all left 0.017271 bohr^-3
beta=60 deg: two 5p left 0.012340, formula 0.012340, all left 0.025498 bohr^-3
beta=90 deg: two 5p left 0.016454, formula 0.016454, all left 0.029611 bohr^-3
verified
```
